# Mean-square displacement of a tagged atom in one-dimensional exclusion diffusion

A growth calculation for a channelled surface needs a diffusion coefficient for adatoms along the channel, and it may be taken from the recorded path of one atom. One must then decide which law to fit. If atoms cannot pass one another, fitting $\langle X^2\rangle=2Dt$ gives a number that falls with the length of the record and is not the coefficient that governs how coverage spreads. The law to fit at long times grows as $\sqrt t$, and its prefactor does contain that coefficient.

## Model and conventions

Sites $i$ lie on an infinite line with spacing $a$. The occupation $n_i$ is 0 or 1. Each atom attempts a hop to the right at rate $\Gamma$ and to the left at rate $\Gamma$; the attempt succeeds if the target is empty. There is no other interaction. A lone atom has $\langle X^2\rangle=2\Gamma t$ in squared sites, so its diffusion coefficient is $D=\Gamma a^2$, or $D=\Gamma$ in lattice units. We write $\tau=\Gamma t$.

The start is equilibrium at coverage $0<c<1$: sites are filled independently with probability $c$. This distribution is stationary, because a hop and its reverse have equal rates and connect configurations with equal numbers of atoms, hence equal weights. Averages over this start and over the hops are written $\langle\cdot\rangle$. To follow a tagged atom we require site 0 to be occupied at $t=0$ and write $\langle\cdot\rangle_0$. The result to be shown is

$$\langle X^2\rangle_0\simeq 2\,\frac{1-c}{c}\sqrt{\frac{Dt}{\pi}}\qquad(t\to\infty,\ \text{lattice units}). \tag{1}$$

The rate of right hops minus left hops between $i$ and $i+1$ is

$$\Gamma[n_i(1-n_{i+1})-n_{i+1}(1-n_i)]=\Gamma(n_i-n_{i+1}), \tag{2}$$

since the products cancel. For any start, therefore,

$$\frac{d\langle n_i\rangle}{dt}=\Gamma\left(\langle n_{i+1}\rangle+\langle n_{i-1}\rangle-2\langle n_i\rangle\right). \tag{3}$$

The mean coverage spreads with the lone-atom coefficient $D$ at every $c$. In this model $D$ is thus also the collective coefficient. Exclusion slows the tagged atom but not the coverage profile, which is unaltered if two atoms exchange names.

## Fluctuation of the number crossing a bond

Let $Q(t)$ be the number of right hops minus left hops across the bond $(0,1)$ up to time $t$. Right hops occur at rate $w_+=\Gamma n_0(1-n_1)$ and left hops at $w_-=\Gamma n_1(1-n_0)$. They change $Q^2$ by $2Q+1$ and $-2Q+1$. With $\chi=c(1-c)$ and $G_i=\langle Qn_i\rangle$,

$$\frac{d\langle Q^2\rangle}{dt}=\langle w_++w_-\rangle+2\langle Q(w_+-w_-)\rangle
=2\Gamma\chi+2\Gamma(G_0-G_1). \tag{4}$$

The first term would stand alone if successive crossings were independent. The second is the back-reaction: after a net flow to the right, the right side is fuller and pushes back.

To find $G_i$, write the change of a product as
$$\Delta(Qn_i)=Q\,\Delta n_i+n_i\,\Delta Q+\Delta Q\,\Delta n_i .$$

- The first term gives the lattice diffusion operator acting on $G_i$, by (2).
- The second gives $\Gamma\langle n_i(n_0-n_1)\rangle$. This is $\Gamma(c-c^2)=\Gamma\chi$ for $i=0$, $-\Gamma\chi$ for $i=1$, and zero elsewhere.
- The third is nonzero for hops across the chosen bond. A right hop has $\Delta Q=1$, $\Delta n_0=-1$, $\Delta n_1=1$; a left hop reverses all three signs. The product is $-1$ at site 0 and $+1$ at site 1 in both cases. The total hop rate $2\Gamma\chi$ gives $-2\Gamma\chi$ and $+2\Gamma\chi$.

Adding the three,

$$\frac{dG_i}{dt}=\Gamma(G_{i+1}+G_{i-1}-2G_i)+\Gamma\chi(\delta_{i1}-\delta_{i0}),\qquad G_i(0)=0. \tag{5}$$

Let $p_k(t)$ be the probability that a lone walker is displaced by $k$ sites. It obeys (5) without the source, with $p_k(0)=\delta_{k0}$, so

$$G_i(t)=\Gamma\chi\int_0^t[p_{i-1}(s)-p_i(s)]\,ds. \tag{6}$$

Using $p_{-1}=p_1$ and $dp_0/dt=-2\Gamma(p_0-p_1)$,

$$G_1-G_0=2\Gamma\chi\int_0^t(p_0-p_1)\,ds=\chi[1-p_0(t)]. \tag{7}$$

Inserting this in (4) cancels the constant term and leaves

$$\frac{d\langle Q^2\rangle}{dt}=2\Gamma\chi\,p_0(t). \tag{8}$$

The Fourier solution for the walker is

$$p_0=\frac1{2\pi}\int_{-\pi}^{\pi}e^{-2\tau(1-\cos q)}dq=e^{-2\tau}I_0(2\tau), \tag{9}$$

where $I_0$ and $I_1$ are modified Bessel functions. From $I_0'=I_1$ and $I_1'=I_0-I_1/z$,
$$\frac{d}{dz}\left\{ze^{-z}[I_0(z)+I_1(z)]\right\}=e^{-z}\left[(1-z)(I_0+I_1)+z(I_1+I_0)-I_1\right]=e^{-z}I_0(z).$$
Integrating (8) with $z=2\tau$ therefore gives, at every time,

$$\langle Q^2\rangle=2\chi\tau e^{-2\tau}[I_0(2\tau)+I_1(2\tau)]. \tag{10}$$

At large $\tau$, small $q$ dominates (9). Then $1-\cos q\simeq q^2/2$ and $p_0\simeq1/\sqrt{4\pi\tau}$. Integration of (8) yields

$$\langle Q^2\rangle\simeq2\chi\sqrt{\tau/\pi}. \tag{11}$$

A 12-site chain treated with its full many-particle generator, at $c=0.3$ and $\tau=0.8$, gives $\langle Q^2\rangle=0.192304$ and $G_1-G_0=0.135804$ at the central bond. Equations (10) and (7) give the same digits; the ends are too far away to matter at this time.

## From crossings to the tagged atom

The tag starts at site 0 and is at site $X$ at time $t$. Define a signed count at time $t$:
$$N(m)=\sum_{i=1}^{m}n_i\ (m>0),\qquad N(0)=0,\qquad N(m)=-\sum_{i=m+1}^{0}n_i\ (m<0).$$
Atoms keep their order. If $X>0$, the atoms now on sites $1,\dots,X$ are the tag and atoms that started to its left. They have all crossed the bond to the right, and no atom has crossed to the left. If $X<0$, the atoms now on $X+1,\dots,0$ all started to the right of the bond, and they make up the net leftward crossing. If $X=0$, no net crossing has occurred. In every case

$$Q(t)=N(X(t)). \tag{12}$$

Since $N(m)$ is close to $cm$ for large $|m|$, we expect $X\simeq Q/c$. Two points need proof: the effect of requiring an atom at site 0, and the size of the remainder.

**The occupied starting site.** The occupations evolve in the same way if the contents of every neighbouring pair are swapped at rate $\Gamma$, because swapping two atoms leaves the occupations unchanged. Apply the same swaps to two starts that differ only at site 0. They continue to differ at a single site. The start with the extra atom has a $Q$ larger by one if that site is now right of the bond, and an equal $Q$ otherwise. An equilibrium start is one or the other of these. Write $\|A\|$ for a root-mean-square value. The values of $\|Q\|$ with and without the condition then differ by at most 1, and (11) holds for $\langle Q^2\rangle_0$ too.

**The remainder.** For $0<\varepsilon<c$ let $Z$ be the largest value over $m$ of $|N(m)-cm|-\varepsilon|m|$; it is not negative, since $m=0$ gives zero. By (12),

$$|Q-cX|\le\varepsilon|X|+Z. \tag{13}$$

In equilibrium the sites are independent at time $t$, and Hoeffding's bound gives $P(|N(m)-cm|>u)\le2e^{-2u^2/|m|}$. Put $u=\varepsilon|m|+z$ and use $u^2/|m|\ge\varepsilon^2|m|+2\varepsilon z$. Summing over both signs of $m$,

$$P(Z>z)\le4\sum_{m\ge1}e^{-2\varepsilon^2m-4\varepsilon z}=\frac{4e^{-4\varepsilon z}}{e^{2\varepsilon^2}-1}. \tag{14}$$

Hence $\langle Z^2\rangle$ has a bound that does not depend on time. Conditioning on an event of probability $c$ raises it by at most a factor $1/c$. The triangle inequality for root-mean-squares applied to (13) gives

$$\frac{\|Q\|-\|Z\|}{c+\varepsilon}\le\|X\|\le\frac{\|Q\|+\|Z\|}{c-\varepsilon}. \tag{15}$$

Square, divide by $\sqrt t$ and let $t\to\infty$. The $Z$ terms vanish, and any limiting value of $\langle X^2\rangle_0/\sqrt t$ lies between $2\chi\sqrt{\Gamma/\pi}$ divided by $(c+\varepsilon)^2$ and by $(c-\varepsilon)^2$. Since $\varepsilon$ can be as small as we please,

$$\langle X^2\rangle_0\simeq\frac{2\chi}{c^2}\sqrt{\frac{\Gamma t}{\pi}}=2\,\frac{1-c}{c}\sqrt{\frac{\Gamma t}{\pi}}, \tag{16}$$

which is (1). With lengths restored, $a^2\langle X^2\rangle_0\simeq2a[(1-c)/c]\sqrt{Dt/\pi}$. The tracer coefficient, the limit of $a^2\langle X^2\rangle_0/2t$, is zero, whereas $D$ is not.

## Short times and the limits of coverage

Before the neighbours respond, the tag hops at total rate $2\Gamma(1-c)$, so

$$\langle X^2\rangle_0\simeq2(1-c)\tau\qquad(\tau\to0). \tag{17}$$

Equating (17) and (16) gives $\sqrt\tau=1/(c\sqrt\pi)$, or

$$\tau_\times=\frac1{\pi c^2}. \tag{18}$$

As $c\to0$ the prefactor in (16) diverges, but $\tau_\times$ diverges faster. The atom diffuses freely until it has covered a distance of order the mean spacing $1/c$. As $c\to1$ the mean-square displacement vanishes in proportion to the density of vacancies.

Simulations on rings of 50 atoms, with 4000 copies at $c=0.5$, show both regimes. At $\tau=0.02$ the mean-square displacement is 0.0195 squared sites, against 0.0200 from (17). At $\tau=100$ it is 10.96, which is 3% below the 11.28 of (16). At $\tau=25$ it is 5.42. The slope between the last two times, from which a constant offset drops out, is $(10.96-5.42)/(10-5)=1.11$ per unit of $\sqrt\tau$. The law gives $2/\sqrt\pi=1.13$; the ratio is 0.98, with a sampling error of no more than 2 to 3%. At $c=0.75$, on rings of 75 atoms, the corresponding ratio is 1.00. The law itself is approached slowly. At $c=0.2$ and ten times $\tau_\times$, a simulated mean-square displacement is still 9% below (16), and a $D$ inferred from it would be about 17% too small.

The ratio $\langle(Q-cX)^2\rangle_0/\langle Q^2\rangle_0$ falls from 0.34 at $\tau=25$ to 0.23 at $\tau=100$. The decrease is what (13) requires in the long run, but it is slow. A rough argument says why: the count over $|X|\sim\tau^{1/4}$ sites has a variance of that same order, to be compared with $\langle Q^2\rangle\sim\tau^{1/2}$.

## A frozen start

Equation (1) averages over starting arrangements. If one arrangement is prepared again and again, the scatter about its own mean displacement is smaller. For a given start, (3) is linear, so each atom contributes to the mean of $Q$ as a lone walker would. Let $S$ be the walker's displacement. An atom at $1-k$ must move at least $k$ sites right to cross, and an atom at $k$ must move at least $k$ sites left. Thus

$$\langle Q\rangle_{\text{fixed start}}=\sum_{k\ge1}(n_{1-k}-n_k)\,P(S\ge k), \tag{19}$$

with $n$ taken at $t=0$. Each independent occupation has variance $\chi$, so the variance of (19) over starts is

$$V_{\text{start}}=2\chi\sum_{k\ge1}P(S\ge k)^2. \tag{20}$$

At long times $S$ is Gaussian with standard deviation $\sqrt{2\tau}$. Let $\varphi$ be the standard normal density and $F(u)=\int_u^\infty\varphi\,dv$. The sum becomes $\sqrt{2\tau}\int_0^\infty F^2du$. Integrating by parts twice, with $F'=-\varphi$ and $u\varphi=-\varphi'$,

$$\int_0^\infty F^2du=2\int_0^\infty u\varphi F\,du=2\left[\frac{\varphi(0)}2-\int_0^\infty\varphi^2du\right]
=\frac1{\sqrt{2\pi}}\left(1-\frac1{\sqrt2}\right). \tag{21}$$

Hence $V_{\text{start}}\simeq2\chi\sqrt{\tau/\pi}\,(1-1/\sqrt2)$. Comparison with (11) shows that a share $1-1/\sqrt2=0.293$ of the variance comes from the start and $1/\sqrt2$ from the hops. The tag inherits this division, because $Q-cX$ is negligible in root-mean-square by (13). For a frozen random start, the variance about the mean for that start, averaged over such starts, is therefore (1) divided by $\sqrt2$.

A regularly spaced row is a particular start, not covered by this average. Simulated at $c=0.5$ with every second site filled, it gives a slope 0.72 times that of (16), which agrees with $1/\sqrt2=0.71$ within the sampling error. Whether an experiment begins from an equilibrated or a freshly ordered row thus changes the $D$ inferred from a given displacement by a factor of 2, since $D$ enters under a square root.

## Platinum adatoms in the channels of Pt(110)

The missing-row surface of Pt(110) has troughs along which adatoms move. We take $a=0.28$ nm, a hop barrier of 0.80 eV and, as a generic assumption, an attempt rate of $10^{13}$ s$^{-1}$; tunnelling-microscope measurements on this surface give a similar barrier but a prefactor nearer $10^{11}$ s$^{-1}$, and also show some double jumps. The temperature is 350 K, the coverage within a channel 0.5 and the time 100 s. With $kT=0.03016$ eV,

$$\Gamma=10^{13}\,e^{-0.80/0.03016}\ \text{s}^{-1}\approx30.2\ \text{s}^{-1},\qquad \tau\approx3023,$$

and $D=\Gamma(2.8\times10^{-8}\ \text{cm})^2=2.4\times10^{-14}$ cm²/s. The crossover (18) is at 0.04 s, so for these values the long-time law applies. With 0.81 eV and $5\times10^{10}$ s$^{-1}$ instead, $\tau\approx11$, the crossover is at about 12 s, and the displacement squared after 100 s is still 7 to 8% below (16). Since $(1-c)/c=1$,

$$\langle X^2\rangle_0=2\sqrt{3023/\pi}\approx62\ \text{squared sites}=4.9\ \text{nm}^2 .$$

The root-mean-square displacement is 2.2 nm, against 22 nm for a lone atom in the same time. Fitting $2Dt$ to the crowded atom would give a coefficient too small by the factor $2\tau/62\approx97$.

**Attraction.** Metal adatoms may attract one another and gather into chains, which the model omits. Suppose each neighbour contact lowers the energy by $\epsilon$, and an atom leaving a neighbour behind hops at $b\Gamma$, with $b=e^{-\epsilon/kT}$. The current is then

$$\Gamma\{n_i(1-n_{i+1})[1-(1-b)n_{i-1}]-n_{i+1}(1-n_i)[1-(1-b)n_{i+2}]\}=\Gamma(h_i-h_{i+1}),$$
$$h_i=n_i-(1-b)(n_{i-1}n_i+n_in_{i+1}-n_{i-1}n_in_{i+1}), \tag{22}$$

as multiplying out confirms. It is still a difference of one local quantity. Fluctuating hydrodynamics, used here as an estimate and not proved, then gives the collective coefficient $\sigma_J/\chi_J$. Here $\chi_J$ is the number variance per site and $\sigma_J$ the mean one-way hop rate per bond. Replacing $\chi$ by $\chi_J$ and $\Gamma$ by $\sigma_J/\chi_J$ in (11), and dividing by $c^2$,

$$\langle X^2\rangle_0\simeq\frac2{c^2}\sqrt{\frac{\chi_J\sigma_Jt}{\pi}}. \tag{23}$$

In equilibrium the gaps $g$ between atoms are independent, with weight $1/b$ for $g=0$ and $z^g$ for $g\ge1$; $z$ is set by the mean gap $(1-c)/c$. If $P_0$ is the probability of contact, $\sigma_J=\Gamma c(1-P_0)(1-P_0+bP_0)$: the gap ahead must be open, and the gap behind decides the rate. A row of $N$ atoms has length variance $N\,\mathrm{Var}(g)$. At fixed length this corresponds to a number variance $c^2N\,\mathrm{Var}(g)$, so $\chi_J=c^3\,\mathrm{Var}(g)$.

For a trial $\epsilon=0.05$ eV, $b=0.191$, $\chi_J=0.573$ and $\sigma_J/\Gamma=0.0663$. The displacement squared changes by the factor $\sqrt{0.573\times0.0663}/0.25=0.78$, and a simulation with these rates gives 0.78 with a sampling error of a few per cent, so the match in the second digit is partly chance. In this case attraction enlarges the density fluctuations but reduces the hop rate more. The collective coefficient changes far more than the displacement: it is $\sigma_J/\chi_J=0.116\,\Gamma$, whereas putting the displacement into (1) would give $0.78^2\,\Gamma=0.61\,\Gamma$, about five times too large. Even at $\epsilon=0.01$ eV, a third of $kT$, the value from (1) would be 1.4 times too large. To extract the collective coefficient from (23) one must also know $\chi_J$, for instance from measured coverage fluctuations. The trial energy is an assumption; a stronger bond needs its own evaluation of (23).

**Other omissions.** These are sized for the same 100 s.

- A barrier lower by 0.02 eV multiplies $\langle X^2\rangle_0$ by $e^{0.02/2kT}=1.39$. The exponent is half of that in $\Gamma$, because $\Gamma$ enters under a square root.
- A closed channel of 100 nm (358 sites) changes $\langle Q^2\rangle$ at its centre by about two parts in a million. Near the ends the effect is much larger: $\langle Q^2\rangle$ is reduced by 24% at 10 nm from an end, and by 13% on average over the channel. Its slowest relaxation time is 429 s. For times well beyond that, a sealed channel limits the displacement and (1) fails.
- With a trial ridge barrier of 1.2 eV, each atom leaves its channel $5\times10^{-3}$ times on average. Counting all departures and arrivals within a length $\sqrt{4\tau}$ at full weight gives 4% of $\langle Q^2\rangle$, which is a large overestimate, because most of these events hardly alter the number crossing the bond. If exchange keeps the row in equilibrium and relaxes the mean coverage at a rate $\kappa$, equal to the departure rate per atom divided by $1-c$, the extra share is $\kappa t/3$ to first order, or about 0.4%. This share grows in proportion to $t$, so (1) has an upper time limit wherever atoms can leave and re-enter.
- The model forbids passing, but short Pt chains in these troughs are reported to move by an end atom climbing over the others, which changes the order. Suppose two atoms in contact exchange places at a small rate $\gamma$. The tag then moves one place along the row at rate about $\gamma c$ each way, and each place is worth about $1/c$ sites, which adds roughly $2\gamma t/c$ to $\langle X^2\rangle_0$. A simulation at $c=0.5$ with $\gamma=0.03\,\Gamma$ gives 37 squared sites at $\tau=200$ instead of 15. At $\tau\approx3023$ the added term equals the 62 squared sites above for $\gamma\approx0.005\,\Gamma$, which at equal attempt rates is an extra barrier of only 0.16 eV; keeping it below a tenth needs about 0.23 eV.

For such a surface the computed mean-square displacement of 4.9 nm² is thus a model value: the barrier shift of 0.02 eV and the trial attraction each change it by tens of per cent, and an attempt rate of $10^{11}$ instead of $10^{13}$ s$^{-1}$ would divide it by ten, while even rare passing events would multiply it. Equation (1) is suited to extracting $D$ when the row starts from equilibrium, the record is much longer than $\tau_\times/\Gamma$, the tagged atom starts farther than about $a\sqrt{4\tau}$ from either end of its channel, exchanges between channels are rare, atoms pass one another so seldom that $2\gamma t/c$ stays small beside (16), and interactions other than the blocking of occupied sites are weak compared with $kT$. The numerical output below lists most of the values used.

## Numbers as computed

```
TESTS (time in units of 1/hop rate)
12-site chain: coverage 0.3, time 0.8
<Q^2>, full generator: 0.192304388
<Q^2>, derived formula: 0.192304388
G_1-G_0, full generator: 0.135803850
G_1-G_0, derived formula: 0.135803850
Simulated copies: 4000; times 0.02, 25, 100
MSD at shortest time, c=0.5: 0.01949 sites^2
Short-time law there: 0.02000 sites^2
MSD at time 25, c=0.5: 5.422 sites^2
MSD at time 100, c=0.5: 10.956 sites^2
Long-time law at 100, c=0.5: 11.284 sites^2
Slope, simulation/law, c=0.5: 0.981
Slope, simulation/law, c=0.75: 0.997
Slope, regular start/law, c=0.5: 0.718
Expected for regular start: 0.707
<(Q-cX)^2>/<Q^2> at time 25: 0.341
<(Q-cX)^2>/<Q^2> at time 100: 0.227
EXAMPLE (rough values, Pt adatoms in Pt(110) channels)
Site spacing: 0.28 nm
Hop barrier: 0.80 eV
Attempt rate: 1.0e+13 1/s
Temperature: 350 K
Thermal energy kT: 0.03016 eV
Coverage: 0.5
Observation time: 100 s
Hop rate to each side: 30.23 1/s
Diffusion coefficient D: 2.370e-14 cm^2/s
Hop rate times time: 3023.5
Crossover time: 0.0421 s
<Q^2>, exact in time: 15.5110
<Q^2>, long-time limit: 15.5113
Tagged-atom MSD: 62.05 sites^2
Tagged-atom MSD: 4.864 nm^2
Tagged-atom rms displacement: 2.206 nm
Lone-atom rms displacement: 21.77 nm
Share of <Q^2> from random start: 0.2929
Its long-time limit: 0.2929
NEGLECTED EFFECTS
Trial attraction: 0.05 eV; rate factor 0.1906
Number variance per site, with attraction: 0.5727
One-way hops per bond / hop rate: 0.0663
MSD factor from attraction, formula: 0.780
MSD factor from attraction, simulation: 0.781
MSD factor for barrier lower by 0.02 eV: 1.393
Closed channel: 100 nm, 358 sites
<Q^2> at its centre, closed/infinite: 0.999998
Slowest relaxation time of channel: 429 s
Trial ridge barrier: 1.2 eV
Ridge escapes per atom in observation time: 5.26e-03
Crude share of escapes in <Q^2>: 0.037
```
